# Ground-State Dissociation Energy of a Morse Metal-Ligand Bond: a program that tests the result

```python
"""Ground-state dissociation energy of a Morse bond.

Result under test:  D0 = De - w/2 + w**2/(16 De) = De (1 - w/(4 De))**2
  De : well depth from the minimum to the separated fragments
  w  : harmonic wavenumber, fixed by the curvature at the minimum
  D0 : dissociation energy from the vibrational ground state
Potential: V = De (1 - exp(-y))**2, y = a (r - re), one dimension, no rotation.
The formula is compared with grid diagonalization of the Hamiltonian.
"""
import numpy as np
import sympy as sp
from scipy import constants as const


def morse(r, depth, a, re):
    return depth * (1.0 - np.exp(-a * (r - re))) ** 2


def grid_levels(mass, depth, a, re, left, right, intervals=400):
    """Levels above the minimum (hbar = 1), hard walls at both ends."""
    length = right - left
    n = np.arange(1, intervals)
    r = left + length * n / intervals
    sines = np.sqrt(2.0 / intervals) * np.sin(np.pi * np.outer(n, n) / intervals)
    kinetic = (sines * ((np.pi * n / length) ** 2 / (2.0 * mass))) @ sines.T
    return np.linalg.eigvalsh(kinetic + np.diag(morse(r, depth, a, re)))


def dissociation_energy(depth, w):
    return depth - w / 2.0 + w ** 2 / (16.0 * depth)


# Symbolic test of the eigenfunction and of the lower bound on the energy
y = sp.symbols("y", real=True)
D, W = sp.symbols("D W", positive=True)
B = W ** 2 / (4 * D)
k = 2 * D / W
s = k - sp.Rational(1, 2)
E0 = W / 2 - W ** 2 / (16 * D)


def hamiltonian(f):
    return -B * sp.diff(f, y, 2) + D * (1 - sp.exp(-y)) ** 2 * f


psi = sp.exp(-s * y - k * sp.exp(-y))
assert sp.simplify(sp.expand((hamiltonian(psi) - E0 * psi) / psi)) == 0
f = sp.Function("f")(y)
slope = s - k * sp.exp(-y)
Af = sp.diff(f, y) + slope * f
AdagAf = -sp.diff(Af, y) + slope * Af
assert sp.simplify(sp.expand(B * AdagAf - hamiltonian(f) + E0 * f)) == 0

# Data and unit conversions
De_kj = 300.0
w_cm = 500.0
kj_per_cm = const.N_A * const.h * const.c * 100.0 / 1000.0
De_cm = De_kj / kj_per_cm
hartree_cm = const.physical_constants["hartree-inverse meter relationship"][0] / 100.0
bohr = const.physical_constants["Bohr radius"][0]
angstrom = const.angstrom / bohr
dalton = const.atomic_mass / const.m_e

# Formula values
half_w = w_cm / 2.0
correction = w_cm ** 2 / (16.0 * De_cm)
zpe = half_w - correction
D0_cm = dissociation_energy(De_cm, w_cm)
k_value = 2.0 * De_cm / w_cm

# Diagonalization in atomic units for three masses at the same De and w
De_au = De_cm / hartree_cm
w_au = w_cm / hartree_cm
re = 2.0 * angstrom
masses = (10.0, 20.0, 40.0)
D0_grid = []
spacings = []
for mass_u in masses:
    mass = mass_u * dalton
    a = w_au * np.sqrt(mass / (2.0 * De_au))
    h = 1.0e-3
    curvature = (morse(re + h, De_au, a, re) - 2.0 * morse(re, De_au, a, re)
                 + morse(re - h, De_au, a, re)) / h ** 2
    assert abs(np.sqrt(curvature / mass) / w_au - 1.0) < 1.0e-5
    levels = grid_levels(mass, De_au, a, re, 0.0, 4.0 * angstrom) * hartree_cm
    D0_grid.append(De_cm - levels[0])
    spacings.append(levels[1] - levels[0])
    # far smaller than the anharmonic correction itself
    assert abs(D0_grid[-1] - D0_cm) < 1.0e-4
assert max(spacings) - min(spacings) < 1.0e-4
assert spacings[0] < w_cm - 1.0

# Shallow well with w = De: the anharmonic term is now large
shallow_grid = 1.0 - grid_levels(2.0, 1.0, 1.0, 0.0, -3.0, 25.0)[0]
shallow_formula = dissociation_energy(1.0, 1.0)
shallow_harmonic = 1.0 - 0.5
assert abs(shallow_grid - shallow_formula) < 1.0e-7
assert abs(shallow_grid - shallow_harmonic) > 0.05

print(f"well depth De (input)            = {De_kj:.1f} kJ/mol")
print(f"harmonic wavenumber w (input)    = {w_cm:.1f} cm^-1")
print(f"1 cm^-1 per molecule             = {kj_per_cm:.8f} kJ/mol")
print(f"well depth De                    = {De_cm:.2f} cm^-1")
print(f"k = 2 De/w                       = {k_value:.3f} (no unit)")
print(f"s = k - 1/2                      = {k_value - 0.5:.3f} (no unit)")
print(f"harmonic zero-point energy w/2   = {half_w:.3f} cm^-1")
print(f"anharmonic term w^2/(16 De)      = {correction:.3f} cm^-1")
print(f"zero-point energy E0             = {zpe:.3f} cm^-1")
print(f"dissociation energy D0           = {D0_cm:.2f} cm^-1")
print(f"harmonic zero-point energy       = {half_w * kj_per_cm:.4f} kJ/mol")
print(f"anharmonic term                  = {correction * kj_per_cm:.4f} kJ/mol")
print(f"zero-point energy E0             = {zpe * kj_per_cm:.4f} kJ/mol")
print(f"harmonic estimate De - w/2       = {De_kj - half_w * kj_per_cm:.4f} kJ/mol")
print(f"dissociation energy D0           = {D0_cm * kj_per_cm:.4f} kJ/mol")
print(f"E0 as a share of De              = {100.0 * zpe / De_cm:.3f} percent")
print(f"anharmonic term as share of w/2  = {100.0 * correction / half_w:.3f} percent")
print(f"grid check: re                   = {re / angstrom:.1f} angstrom")
for mass_u, value in zip(masses, D0_grid):
    print(f"grid D0, reduced mass {mass_u:.0f} u       = {value:.3f} cm^-1")
print(f"formula D0 for comparison        = {D0_cm:.3f} cm^-1")
print(f"grid spacing of levels 0 and 1   = {spacings[1]:.2f} cm^-1")
print(f"shallow well w = De: grid D0/De  = {shallow_grid:.6f} (no unit)")
print(f"shallow well: formula D0/De      = {shallow_formula:.6f} (no unit)")
print(f"shallow well: harmonic D0/De     = {shallow_harmonic:.6f} (no unit)")
print("all tests passed")
```

It prints:

```
well depth De (input)            = 300.0 kJ/mol
harmonic wavenumber w (input)    = 500.0 cm^-1
1 cm^-1 per molecule             = 0.01196266 kJ/mol
well depth De                    = 25078.04 cm^-1
k = 2 De/w                       = 100.312 (no unit)
s = k - 1/2                      = 99.812 (no unit)
harmonic zero-point energy w/2   = 250.000 cm^-1
anharmonic term w^2/(16 De)      = 0.623 cm^-1
zero-point energy E0             = 249.377 cm^-1
dissociation energy D0           = 24828.66 cm^-1
harmonic zero-point energy       = 2.9907 kJ/mol
anharmonic term                  = 0.0075 kJ/mol
zero-point energy E0             = 2.9832 kJ/mol
harmonic estimate De - w/2       = 297.0093 kJ/mol
dissociation energy D0           = 297.0168 kJ/mol
E0 as a share of De              = 0.994 percent
anharmonic term as share of w/2  = 0.249 percent
grid check: re                   = 2.0 angstrom
grid D0, reduced mass 10 u       = 24828.665 cm^-1
grid D0, reduced mass 20 u       = 24828.665 cm^-1
grid D0, reduced mass 40 u       = 24828.665 cm^-1
formula D0 for comparison        = 24828.665 cm^-1
grid spacing of levels 0 and 1   = 495.02 cm^-1
shallow well w = De: grid D0/De  = 0.562500 (no unit)
shallow well: formula D0/De      = 0.562500 (no unit)
shallow well: harmonic D0/De     = 0.500000 (no unit)
all tests passed
```
